# Direct perturbation theory of the Dirac energy at order $c^{-4}$: a numerical check

```python
# Direct perturbation theory (DPT) of the Dirac equation, atomic units, lam = 1/c^2.
# phi = large component, chi = c * small component, U = V - E0, E = E0 + lam E2 + lam^2 E4.
# Under test: chi0 = sigma.p phi0/2, E2 = <chi0|U|chi0>, chi2 = sigma.p phi2/2 + U chi0/2,
#  E4 = <chi0|U|chi2> - E2<phi0|phi2> - E2<chi0|chi0> = stationary value of
#  F = <phi|U|phi> + 2<chi|sigma.p phi> - 2<chi|chi> + 2<chi|U chi0> - 2E2<phi|phi0> - E2<chi0|chi0>,
#  G[phi] = max_chi F; Coulomb 1s: phi2 = -(Z^2/2)(ln 2Zr + EulerGamma - 5/4) phi0, E4 = -Z^6/16,
#  polynomial trial f of degree N (phi = f phi0): G_N = Z^6(-1/16 + 1/(4(N+1))).
# Radial form: phi = g Omega_kappa, chi = i q Omega_-kappa, D g = g' + (kappa+1) g/r.
import numpy as np, sympy as sp, mpmath as mp
from scipy.constants import fine_structure, physical_constants as pc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
mp.mp.dps = 50
r, L = sp.symbols('r L', positive=True)   # L stands for ln r
R = sp.Rational
def close(u, v): return abs(u - v) < mp.mpf(10)**-20
def num(c): return mp.mpf(int(c.p))/int(c.q)

def moment(n, m, al):   # integral of r^n ln^m r exp(-al r)
    s = n + 1; d = mp.digamma(s) - mp.log(al)
    return mp.gamma(s)/al**s*[1, d, d*d + mp.psi(1, s)][m]
for n, m in [(0, 2), (1, 1), (3, 2)]:
    ref = mp.quad(lambda t: t**n*mp.log(t)**m*mp.exp(-3*t), [0, 1, 5, 20, 60])
    assert close(ref, moment(n, m, mp.mpf(3)))

class Coulomb:   # functions are prefactors of exp(-Z r/n)
    def __init__(s, Z, n, kappa, g0):
        s.k, s.beta, s.g0 = kappa, R(Z, n), g0
        s.U = -Z/r + R(Z*Z, 2*n*n)
        s.norm = 1; s.norm = s.I(g0*g0)
        s.q0 = s.D(g0)/2
        assert sp.expand(s.H(g0)) == 0
        s.E2 = s.I(s.U*s.q0**2)
        s.cU = s.I(s.U**2*s.q0**2)/2; s.cN = -s.E2*s.I(s.q0**2)
    def d(s, p): return sp.diff(p, r) + sp.diff(p, L)/r - s.beta*p
    def D(s, p): return sp.expand(s.d(p) + (s.k + 1)*p/r)
    def H(s, p):   # (H0 - E0) p as a differential operator
        u = s.D(p); return -(s.d(u) + (1 - s.k)*u/r)/2 + s.U*p
    def I(s, e):
        e = sp.expand(e*r**2)
        if e == 0: return mp.mpf(0)
        al = num(2*s.beta)
        return sum(num(c)*moment(n, m, al) for (n, m), c in sp.Poly(e, r, L).terms())/s.norm
    def F(s, g, q):
        return (s.I(s.U*g*g + 2*q*s.D(g) - 2*q*q + 2*q*s.U*s.q0)
                - 2*s.E2*s.I(g*s.g0) + s.cN)
    def system(s, B):
        A = mp.matrix(len(B)); b = mp.matrix(len(B), 1); DB = [s.D(p) for p in B]
        for i in range(len(B)):
            b[i] = s.I(DB[i]*s.U*s.q0)/2 - s.E2*s.I(B[i]*s.g0)
            for j in range(i + 1):
                A[i, j] = A[j, i] = s.I(DB[i]*DB[j]/2 + s.U*B[i]*B[j])
        return A, b
    def G(s, A, b):
        c = mp.lu_solve(A, -b)
        return sum(b[i]*c[i] for i in range(len(c))) + s.cU + s.cN, c

# exact Dirac 1s solution verified by substitution, then expanded
gam, Zs, x = sp.symbols('gamma Z x', positive=True)
lam_s = (1 - gam**2)/Zs**2; Es = (gam - 1)/lam_s
g = r**(gam - 1)*sp.exp(-Zs*r); q = -Zs*g/(1 + gam)
assert sp.simplify((sp.diff(g, r) - (2 + lam_s*(Es + Zs/r))*q)/g) == 0
assert sp.simplify((sp.diff(q, r) + 2*q/r + (Es + Zs/r)*g)/g) == 0
ser1 = sp.series(sp.sqrt(1 - x), x, 0, 5).removeO()
ser2 = sp.series(sp.sqrt((1 + sp.sqrt(1 - x))/2), x, 0, 4).removeO()
c1 = [num(ser1.coeff(x, k)) for k in range(5)]
c2 = [num(ser2.coeff(x, k)) for k in range(4)]
# n = 2 Dirac energy (Z = 1): the ansatz r^(gam-1) e^(-kr)(a0 + a1 r) solves only at that energy
def smallest_sv(E, kap, lam):
    ga = np.sqrt(1 - lam); t = 2 + lam*E; k = np.sqrt(-E*t)
    M = [[ga+kap, 0, -lam, 0], [-k, ga+kap+1, -t, -lam], [0, -k, 0, -t],
         [1, 0, ga-kap, 0], [E, 1, -k, ga-kap+1], [0, E, 0, -k]]
    return np.linalg.svd(np.array(M), compute_uv=False)[-1]
En2 = (np.sqrt((1 + np.sqrt(0.7))/2) - 1)/0.3
for kap in (1, -1):
    assert smallest_sv(En2, kap, 0.3) < 1e-12 and smallest_sv(En2 + 0.01, kap, 0.3) > 1e-5

# Cartesian spinor test of the first-order equations, Z = 3
Z = 3; X = sp.symbols('x1:4', real=True); rr = sp.sqrt(sum(t*t for t in X))
sig = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.Matrix([[1, 0], [0, -1]])]
def sigp(u): return sum((-sp.I*sig[k]*u.diff(X[k]) for k in range(3)), sp.zeros(2, 1))
pt = dict(zip(X, (R(1, 10), R(-1, 5), R(3, 10))))
def size(u): return max(abs(complex(e.subs(pt).evalf(30))) for e in u)
ph0 = sp.Matrix([sp.exp(-Z*rr), 0]); ch0 = sigp(ph0)/2; Uc = -Z/rr + R(Z*Z, 2)
sr = sum((sig[k]*X[k]/rr for k in range(3)), sp.zeros(2, 2))
assert size(ch0 - sp.I*R(Z, 2)*sr*ph0) < 1e-20
def residual(co):
    ph2 = co*sp.log(rr)*ph0; ch2 = sigp(ph2)/2 + Uc*ch0/2
    return size(Uc*ph2 + sigp(ch2) + R(Z**4, 8)*ph0)
assert residual(-R(Z*Z, 2)) < 1e-20 and residual(-R(Z*Z, 3)) > 1e-2

# lam-derivative of the normalized exact components against phi2 and chi2
def exact(lam, rv, Zv):
    ga = mp.sqrt(1 - Zv**2*lam)
    N = mp.sqrt((2*Zv)**(2*ga+1)/mp.gamma(2*ga+1)/(1 + lam*Zv**2/(1+ga)**2))
    gv = N*rv**(ga-1)*mp.exp(-Zv*rv); return gv, -Zv*gv/(1+ga)
def flog(rv, Zv): return -mp.mpf(Zv)**2/2*(mp.log(2*Zv*rv) + mp.euler - mp.mpf(5)/4)
for rv in (mp.mpf('0.003'), mp.mpf('0.7')):
    g0v = exact(0, rv, Z)[0]
    assert close(mp.diff(lambda t: exact(t, rv, Z)[0], 0), flog(rv, Z)*g0v)
    assert close(mp.diff(lambda t: exact(t, rv, Z)[1], 0), -(flog(rv, Z) + mp.mpf(Z*Z)/4)*Z/2*g0v)

# 1s: direct formula, functional, saddle structure
S = Coulomb(Z, 1, -1, sp.Integer(1)); Z6 = mp.mpf(Z)**6; E4x = c1[3]*Z6
assert close(S.E2, c1[2]*Z**4)
f = -R(Z*Z, 2)*L
for a in (0, R(7, 3)):
    g2 = f + a; q2 = sp.expand(S.D(g2)/2 + S.U*S.q0/2)
    assert sp.expand(q2 + R(Z, 2)*(g2 + R(Z*Z, 4))) == 0
    E4 = S.I(S.q0*S.U*q2) - S.E2*S.I(g2) + S.cN
    assert close(E4, E4x) and close(S.F(g2, q2), E4x)
eta = 1 + r*L; de = r - 2*r**2
assert close(S.F(g2, q2 + eta), E4x - 2*S.I(eta**2))
curv = S.I(de*S.H(de))
assert curv > 0 and close(S.F(g2 + de, q2 + S.D(de)/2), E4x + curv)
Gl, cl = S.G(*S.system([L, r, r**2]))
assert close(Gl, E4x) and close(cl[0], -mp.mpf(Z*Z)/2) and close(cl[1], 0) and close(cl[2], 0)
part_df = S.I(sp.diff(f, L)/r*S.U*S.q0)/2
part_f = S.I(f*S.U*S.q0**2) - S.E2*S.I(f)
quad = S.I(S.D(f)**2/2 + S.U*f*f)
assert close(S.cU + S.cN + part_df + part_f, E4x) and close(quad, -(part_df + part_f))
for v, w in [(S.cU, R(5, 32)), (S.cN, R(1, 32)), (part_df, -R(3, 16)), (part_f, -R(1, 16))]:
    assert close(v/Z6, num(w))
Fkb = S.F(f, S.D(f)/2)
assert close(Fkb/Z6, -mp.mpf(7)/32) and Fkb < E4x
A, b = S.system([r**k for k in range(1, 11)])
GN = {0: (S.cU + S.cN)/Z6}
for N in range(1, 11): GN[N] = S.G(A[0:N, 0:N], b[0:N, 0])[0]/Z6
for N in GN: assert close(GN[N], -mp.mpf(1)/16 + mp.mpf(1)/(4*(N + 1)))

# n = 2 states
P = Coulomb(Z, 2, 1, r); Ap, bp = P.system([sp.Integer(1), r*L, r**2])
T = Coulomb(Z, 2, -1, 1 - R(Z, 2)*r); At, bt = T.system([sp.Integer(1), r**2, L, r*L])
Gp, Gt = P.G(Ap, bp)[0]/Z6, T.G(At, bt)[0]/Z6
assert close(P.E2, c2[2]*Z**4) and close(T.E2, c2[2]*Z**4)
assert close(Gp, c2[3]) and close(Gt, c2[3])
assert min(mp.eigsy(Ap, eigvals_only=True)) > 0 and At[0, 0] < 0

# softened Coulomb model, phi0 = exp(-a s), s = sqrt(r^2+b^2), a = 1, b = 0.5, E0 = -1/2
bb = 0.5; xg, wg = np.polynomial.legendre.leggauss(80)
def gl(lo, hi): return (hi - lo)/2*xg + (hi + lo)/2, (hi - lo)/2*wg
def Vs(t):
    s = np.sqrt(t*t + bb*bb); return -bb*bb/(2*s*s) - bb*bb/(2*s**3) - 1/s
def parts(t):
    s = np.sqrt(t*t + bb*bb); g0 = np.exp(-s); return s, g0, -t/s*g0/2, Vs(t) + 0.5
pan = [gl(0, 1), gl(1, 4), gl(4, 25)]
t = np.concatenate([p[0] for p in pan]); wt = np.concatenate([p[1] for p in pan])
s, g0, q0, U = parts(t); nrm = np.sum(wt*t*t*g0*g0)
def av(e): return np.sum(wt*t*t*e)/nrm
E2m = av(U*q0*q0); const = av(U*U*q0*q0)/2 - E2m*av(q0*q0)
def Mtail(v):
    u, wu = gl(0, v) if v < 1 else gl(v, v + 30)
    _, a0_, b0_, c0_ = parts(u); val = np.sum(wu*u*u*(c0_*b0_**2 - E2m*a0_**2))
    return -val if v < 1 else val
M = np.array([Mtail(v) for v in t])
df = -(t*t*g0*U*q0 + 2*M)/(t*t*g0*g0)
E4m = const - av(df*df*g0*g0)/2
Bg = [s*g0, np.log(s)*g0]; Bd = [t/s*g0 + 2*s*q0, t/s**2*g0 + 2*np.log(s)*q0]
Am = np.array([[av(Bd[i]*Bd[j]/2 + U*Bg[i]*Bg[j]) for j in range(2)] for i in range(2)])
bm = np.array([av(Bd[i]*U*q0/2 - E2m*Bg[i]*g0) for i in range(2)])
G2m = const - bm @ np.linalg.solve(Am, bm)
assert E4m < G2m < const
def edge(E, lam):
    r0 = 1e-4; w0 = Vs(0.0) - E
    rhs = lambda v, y: [(2 + lam*(E - Vs(v)))*y[1], (Vs(v) - E)*y[0] - 2*y[1]/v]
    y0 = [1 + (2 - lam*w0)*w0*r0**2/6, w0*r0/3]
    return solve_ivp(rhs, (r0, 18.0), y0, method='DOP853', rtol=1e-12, atol=1e-14).y[0, -1]
h = 0.015; ks = np.arange(-3, 4)
Ed = [brentq(edge, -0.505 + k*h*E2m, -0.495 + k*h*E2m, args=(k*h,), xtol=1e-14) for k in ks]
co = np.polyfit(ks, Ed, 6)[::-1]; E2d, E4d = co[1]/h, co[2]/h**2
# integrator noise ~1e-12 is amplified by 1/h^2 in the second coefficient
assert abs(co[0] + 0.5) < 1e-9 and abs(E2d - E2m) < 1e-7 and abs(E4d - E4m) < 1e-6

print("1s coefficients (dimensionless, units of Z^6; E2 in units of Z^4)")
for lab, v in [("E2", S.E2/Z**4), ("<chi0|U^2|chi0>/2", S.cU/Z6), ("-E2<chi0|chi0>", S.cN/Z6),
               ("f' part", part_df/Z6), ("f part", part_f/Z6), ("<phi2|H0-E0|phi2>", quad/Z6),
               ("E4 from DPT", E4/Z6), ("E4 from Dirac series", c1[3]),
               ("c^-6 coefficient (units Z^8)", c1[4]), ("strict kinetic balance", Fkb/Z6)]:
    print(f"  {lab} = {float(v):.6f}")
print(f"  optimized ln r coefficient / Z^2 = {float(cl[0]/Z**2):.6f}")
for N in (0, 1, 2, 3, 10): print(f"  G_N, N={N}: {round(float(GN[N]), 9) + 0.0:.6f}")
print(f"E4/Z^6: 2p1/2 {float(Gp):.8f}, 2s {float(Gt):.8f}, Dirac {float(c2[3]):.8f}")
print(f"soft model ab = {bb}: E2/a^4 DPT {E2m:.8f}, shooting {E2d:.8f}")
print(f"soft model: E4/a^6 DPT {E4m:.7f}, shooting {E4d:.7f}")
print(f"soft model: G[0]/a^6 {const:.7f}, G in basis (s, ln s) {G2m:.7f}")

# worked example: Sn49+, point nucleus
Eh = pc['Hartree energy in eV'][0]; a0 = pc['Bohr radius'][0]*1e10
Zx = 50; al2 = fine_structure**2; xx = Zx*Zx*al2
u6 = Zx**6*al2**2*Eh
e0 = -Zx*Zx/2*Eh; e2 = float(S.E2/Z**4)*Zx**4*al2*Eh; e4 = float(E4/Z6)*u6
ex = (np.sqrt(1 - xx) - 1)/al2*Eh; e6 = float(c1[4])*Zx**8*al2**3*Eh
assert 1 < (ex - e0 - e2 - e4)/e6 < 1.2
print(f"Sn49+ 1s: Z = {Zx}, c = {1/fine_structure:.6f} a.u., (Z/c)^2 = {xx:.6f}")
print(f"hartree = {Eh:.6f} eV, bohr = {a0:.6f} angstrom")
print(f"Z^6/c^4 = {u6:.3f} eV")
print(f"E0 = {e0:.3f} eV")
print(f"E2/c^2 = {e2:.3f} eV")
print(f"E4/c^4 = {e4:.3f} eV = {e4/Eh:.5f} hartree")
for lab, v in [("<chi0|U^2|chi0>/2", S.cU), ("-E2<chi0|chi0>", S.cN), ("f' part", part_df),
               ("f part", part_f), ("strict kinetic balance", Fkb)]:
    print(f"  {lab}: {float(v/Z6)*u6:.3f} eV")
for N in (0, 1, 3, 10): print(f"  G_N, N={N}: {round(float(GN[N])*u6, 6) + 0.0:.3f} eV")
print(f"sum through c^-2 = {e0 + e2:.3f} eV")
print(f"sum through c^-4 = {e0 + e2 + e4:.3f} eV = {(e0 + e2 + e4)/Eh:.5f} hartree")
print(f"Dirac energy = {ex:.3f} eV = {ex/Eh:.5f} hartree")
print(f"remainder after c^-2 = {ex - e0 - e2:.3f} eV")
print(f"remainder after c^-4 = {ex - e0 - e2 - e4:.3f} eV, c^-6 term = {e6:.3f} eV")
node = brentq(lambda v: float(flog(mp.mpf(v), Zx)), 1e-4, 1.0, xtol=1e-14)
print(f"node of phi2 at r = {node*a0:.6f} angstrom (2Zr = {2*Zx*node:.5f})")
rv = mp.mpf(1e-4/a0)
ratio = exact(mp.mpf(al2), rv, Zx)[0]/exact(0, rv, Zx)[0]
print(f"r = 1e-4 angstrom: 1 + f/c^2 = {float(1 + al2*flog(rv, Zx)):.5f}, exact g/g0 = {float(ratio):.5f}")
print("tests ok")
```

Running it gives:

```
1s coefficients (dimensionless, units of Z^6; E2 in units of Z^4)
  E2 = -0.125000
  <chi0|U^2|chi0>/2 = 0.156250
  -E2<chi0|chi0> = 0.031250
  f' part = -0.187500
  f part = -0.062500
  <phi2|H0-E0|phi2> = 0.250000
  E4 from DPT = -0.062500
  E4 from Dirac series = -0.062500
  c^-6 coefficient (units Z^8) = -0.039062
  strict kinetic balance = -0.218750
  optimized ln r coefficient / Z^2 = -0.500000
  G_N, N=0: 0.187500
  G_N, N=1: 0.062500
  G_N, N=2: 0.020833
  G_N, N=3: 0.000000
  G_N, N=10: -0.039773
E4/Z^6: 2p1/2 -0.02050781, 2s -0.02050781, Dirac -0.02050781
soft model ab = 0.5: E2/a^4 DPT -0.06328806, shooting -0.06328806
soft model: E4/a^6 DPT -0.0054324, shooting -0.0054324
soft model: G[0]/a^6 0.0437553, G in basis (s, ln s) -0.0051509
Sn49+ 1s: Z = 50, c = 137.035999 a.u., (Z/c)^2 = 0.133128
hartree = 27.211386 eV, bohr = 0.529177 angstrom
Z^6/c^4 = 1205.680 eV
E0 = -34014.233 eV
E2/c^2 = -1132.065 eV
E4/c^4 = -75.355 eV = -2.76924 hartree
  <chi0|U^2|chi0>/2: 188.387 eV
  -E2<chi0|chi0>: 37.677 eV
  f' part: -226.065 eV
  f part: -75.355 eV
  strict kinetic balance: -263.742 eV
  G_N, N=0: 226.065 eV
  G_N, N=1: 75.355 eV
  G_N, N=3: 0.000 eV
  G_N, N=10: -47.953 eV
sum through c^-2 = -35146.298 eV
sum through c^-4 = -35221.653 eV = -1294.37187 hartree
Dirac energy = -35228.572 eV = -1294.62615 hartree
remainder after c^-2 = -82.274 eV
remainder after c^-4 = -6.919 eV, c^-6 term = -6.270 eV
node of phi2 at r = 0.010370 angstrom (2Zr = 1.95969)
r = 1e-4 angstrom: 1 + f/c^2 = 1.30896, exact g/g0 = 1.37407
tests ok
```
